\section*{Diagonal facets in the Wulff shape of a square crystal}

\section{Problem}

A two-dimensional crystal has the symmetry of the square. An edge of the crystal costs a free energy per length that depends on its outward unit normal $\mathbf n$; call it $\gamma(\mathbf n)>0$. The four axial normals $(\pm1,0)$, $(0,\pm1)$ share the value $\gamma_a$, and the four diagonal normals $(\pm1,\pm1)/\sqrt2$ share the value $\gamma_d$. The Wulff shape is the set of points
\begin{equation}
W=\{\mathbf x:\ \mathbf n\cdot\mathbf x\le\gamma(\mathbf n)\ \text{for every allowed normal }\mathbf n\}.
\label{eq:wulff}
\end{equation}
It is drawn in a plane whose coordinates have the unit of $\gamma$; a crystal of given area is a scaled copy of it. A facet appears if the boundary of $W$ contains a segment of positive length with the normal of that facet. Corner energies, elastic strain and the influence of a substrate are left out. So is thermal rounding: at any nonzero temperature the edge of a two-dimensional crystal with short-range interactions is slightly curved, and the straight facets found here describe the low-temperature limit.

(a) How low must $\gamma_d$ be, compared with $\gamma_a$, for diagonal facets to appear? Is the condition sufficient as well as necessary?

(b) How long are the facets, and how much edge energy do they save compared with a square of the same area?

(c) In a model crystal $\gamma_a=0.010$ and, for the clean diagonal edge, $\gamma_{d0}=0.016$ hartree/bohr. A diagonal edge can bind one adsorbate per length $\ell=8.0$ bohr. Binding one adsorbate changes the energy by $\varepsilon=-0.060$ hartree, counted from the reference energy of the adsorbate in its reservoir. The axial edge binds none, and no other edges are allowed. At which adsorbate chemical potential $\Delta\mu$, counted from the same reference, do diagonal facets appear? These are round model parameters and describe no particular material.

\section{First estimate by scaling}

Take a square of side $a_0$ with axial edges only, and cut from each corner a right triangle with two legs of length $c\ll a_0$. At each corner an axial edge length $2c$ disappears and a diagonal edge of length $\sqrt2\,c$ takes its place. The edge energy per corner changes by
\begin{equation}
\sqrt2\,c\,\gamma_d-2c\,\gamma_a=-c\,(2\gamma_a-\sqrt2\,\gamma_d),
\label{eq:corner}
\end{equation}
which is of first order in $c$. The lost area is $c^2/2$ per corner, of second order. The amount of material is fixed, so this area must be given back, but for a small enough cut its price is negligible beside (\ref{eq:corner}). Cutting therefore pays when $2\gamma_a>\sqrt2\,\gamma_d$, that is, when $\gamma_d<\sqrt2\,\gamma_a$. The factor $\sqrt2$ is the ratio of the removed edge length $2c$ to the new length $\sqrt2\,c$.

The second-order price sets the size of the cut. A square of area $A$ has edge energy $4\gamma_a\sqrt A$, so additional area costs $dE/dA=2\gamma_a/\sqrt A=2\gamma_a/a_0$ per unit area. The four corners have lost $4\cdot c^2/2=2c^2$, and to leading order the total change is
\begin{equation}
\Delta E\simeq-4c\,(2\gamma_a-\sqrt2\,\gamma_d)+\frac{4\gamma_a c^2}{a_0}.
\label{eq:estimate}
\end{equation}
Setting the derivative with respect to $c$ to zero gives $8\gamma_a c/a_0=4(2\gamma_a-\sqrt2\,\gamma_d)$, hence
\begin{equation}
\frac{c}{a_0}\simeq r_0,\qquad r_0\equiv1-\frac{\gamma_d}{\sqrt2\,\gamma_a}.
\label{eq:r0}
\end{equation}
Since $2\gamma_a-\sqrt2\,\gamma_d=2\gamma_a r_0$, inserting $c=r_0a_0$ in (\ref{eq:estimate}) gives $\Delta E\simeq-8\gamma_a a_0r_0^2+4\gamma_a a_0r_0^2=-4\gamma_a a_0r_0^2$. Relative to the energy $4\gamma_a a_0$ of the square, the estimated saving is $r_0^2$.

The estimate assumes small cuts and considers no edges other than axial and diagonal ones. Both restrictions have to be examined.

\section{Exact solution}

\subsection{The necessary condition}

By symmetry it is enough to study the facet with normal $(1,1)/\sqrt2$. Its points satisfy (\ref{eq:wulff}) with equality for this normal, so that
\begin{equation}
x+y=\sqrt2\,\gamma_d .
\label{eq:line}
\end{equation}
They also belong to $W$ and so obey the axial conditions $x\le\gamma_a$ and $y\le\gamma_a$. Adding these two inequalities gives
\begin{equation}
\sqrt2\,\gamma_d=x+y\le2\gamma_a .
\end{equation}
If equality holds, then $x=y=\gamma_a$, which is a single point: the diagonal line touches the corner of the square. A segment of positive length therefore requires strict inequality,
\begin{equation}
\gamma_d<\sqrt2\,\gamma_a .
\label{eq:condition}
\end{equation}
Nothing was assumed about other orientations. Each further allowed normal adds an inequality to (\ref{eq:wulff}) and can only remove points from $W$; it cannot create a diagonal facet where (\ref{eq:condition}) fails.

The same argument covers a crystal whose two axial energies differ, $x\le\gamma_1$ and $y\le\gamma_2$. The condition then becomes $\sqrt2\,\gamma_d<\gamma_1+\gamma_2$, so the diagonal energy must lie below $\sqrt2$ times the mean of the two axial energies.

\subsection{Sufficiency when two families are allowed}

Let the axial and diagonal normals be the only allowed ones. On the line (\ref{eq:line}) the two neighbouring diagonal conditions read $|x-y|\le\sqrt2\,\gamma_d=x+y$, which means $x\ge0$ and $y\ge0$. The axial conditions are $x\le\gamma_a$ and $y=\sqrt2\,\gamma_d-x\le\gamma_a$. Together they leave the interval
\begin{equation}
\max(0,\sqrt2\,\gamma_d-\gamma_a)\le x\le\min(\gamma_a,\sqrt2\,\gamma_d).
\end{equation}
For $\gamma_a/\sqrt2\le\gamma_d<\sqrt2\,\gamma_a$ its width is $\gamma_a-(\sqrt2\,\gamma_d-\gamma_a)=2\gamma_a-\sqrt2\,\gamma_d>0$. The line has slope $-1$, so the length along it is $\sqrt2$ times this width:
\begin{equation}
L_d=\sqrt2\,(2\gamma_a-\sqrt2\,\gamma_d)=2(\sqrt2\,\gamma_a-\gamma_d).
\label{eq:Ld}
\end{equation}
On the axial line $x=\gamma_a$ the diagonal conditions give $\gamma_a+|y|\le\sqrt2\,\gamma_d$. Hence $|y|\le\sqrt2\,\gamma_d-\gamma_a$, and this is below $\gamma_a$ in the present range, so the condition $|y|\le\gamma_a$ adds nothing. The axial facet has length
\begin{equation}
L_a=2(\sqrt2\,\gamma_d-\gamma_a).
\label{eq:La}
\end{equation}
The shape is an octagon for $\gamma_a/\sqrt2<\gamma_d<\sqrt2\,\gamma_a$. At the lower end $L_a$ vanishes. For $\gamma_d<\gamma_a/\sqrt2$ the interval for $x$ has width $\sqrt2\,\gamma_d$, so $L_d=2\gamma_d$, and the shape is a square bounded by diagonal edges alone. In both ranges $L_d>0$, so for two families (\ref{eq:condition}) is sufficient.

\subsection{Why further orientations matter}

With more orientations the converse can fail. Let the normals equivalent to $(2,1)/\sqrt5$ have energy $\gamma_{21}$. Two of them require $2x+y\le\sqrt5\,\gamma_{21}$ and $x+2y\le\sqrt5\,\gamma_{21}$. Their sum is $3(x+y)\le2\sqrt5\,\gamma_{21}$. A point of the diagonal facet has $x+y=\sqrt2\,\gamma_d$, so it can exist only if
\begin{equation}
\frac{3\gamma_d}{\sqrt{10}}\le\gamma_{21}.
\end{equation}
For $\gamma_a=1$, $\gamma_d=1.3$ and $\gamma_{21}=1.2$, in any common unit, the left side is $1.2333$ and the inequality is violated. Without the (21) edges the diagonal facet has length $2(1.4142-1.3)=0.2284$; with them it is gone, although $1.3<\sqrt2$.

The numerical output also lists 400 shapes with $\gamma_a=1$ and randomly chosen energies of the diagonal, (21) and (31) edges. Of the 263 with $\gamma_d<\sqrt2\,\gamma_a$, 188 have diagonal facets and 75 do not. None of the 137 others has them.

\subsection{Energy at fixed area}

The octagon can also be found by minimizing the energy, without using (\ref{eq:wulff}). Let $a$ be the side of the square before its corners are cut, $c$ the leg of the cuts, and $r=c/a$ with $0\le r\le1/2$. At $r=1/2$ neighbouring cuts meet. Each axial edge keeps the length $a-2c$, so
\begin{align}
E&=4\gamma_a(a-2c)+4\sqrt2\,\gamma_d\,c
=4\gamma_a a\left[1-\left(2-\frac{\sqrt2\,\gamma_d}{\gamma_a}\right)r\right]
=4\gamma_a a\,(1-2r_0r),\\
A&=a^2-4\cdot\frac{c^2}{2}=a^2(1-2r^2).
\end{align}
Eliminating $a$ gives, at fixed area,
\begin{equation}
\frac{E}{4\gamma_a\sqrt A}=f(r)=\frac{1-2r_0r}{\sqrt{1-2r^2}} .
\label{eq:f}
\end{equation}
The derivative is
\begin{align}
f'(r)&=\frac{-2r_0(1-2r^2)+2r(1-2r_0r)}{(1-2r^2)^{3/2}}\nonumber\\
&=\frac{-2r_0+4r_0r^2+2r-4r_0r^2}{(1-2r^2)^{3/2}}
=\frac{2(r-r_0)}{(1-2r^2)^{3/2}} .
\end{align}
The energy falls for $r<r_0$ and rises for $r>r_0$. There are three cases. If $r_0\le0$, which means $\gamma_d\ge\sqrt2\,\gamma_a$, the minimum is the uncut square. If $0<r_0<1/2$, it lies at $r=r_0$. If $r_0\ge1/2$, which means $\gamma_d\le\gamma_a/\sqrt2$, it lies at the end point $r=1/2$, where no axial edge is left.

This agrees with the Wulff shape. There the uncut square has side $2\gamma_a$ and the leg is $L_d/\sqrt2=2\gamma_a-\sqrt2\,\gamma_d$, with ratio $1-\gamma_d/(\sqrt2\,\gamma_a)=r_0$. The comparison shows that the octagon has the least energy among squares with equally cut corners, which is the family considered here.

At $r=r_0$ the numerator of (\ref{eq:f}) is $1-2r_0^2$, so
\begin{equation}
\frac{E}{4\gamma_a\sqrt A}=\sqrt{1-2r_0^2}\qquad(0\le r_0\le1/2).
\label{eq:exact}
\end{equation}
The relative saving is $1-\sqrt{1-2r_0^2}$. It starts quadratically in $r_0$, so in this model, without corner energies, the edge energy has no kink at the threshold: the new facets start with zero length.

\subsection{The crystal with an adsorbate}

In surface thermodynamics the edge energy is a free energy at fixed chemical potentials. Attaching one adsorbate changes the energy by $\varepsilon$ and takes one particle from the reservoir, which contributes $-\Delta\mu$. With one adsorbate per length $\ell$, and with the entropy of partial coverage neglected, the diagonal edge is either clean or full, whichever is lower:
\begin{equation}
\gamma_d(\Delta\mu)=\min\left[\gamma_{d0},\ \gamma_{d0}+\frac{\varepsilon-\Delta\mu}{\ell}\right].
\end{equation}
The full edge is the more stable one for $\Delta\mu>\varepsilon$. The clean edge has $\gamma_{d0}/\gamma_a=1.6>\sqrt2$, so the clean crystal is a square. Condition (\ref{eq:condition}) for the full edge, $\gamma_{d0}+(\varepsilon-\Delta\mu)/\ell<\sqrt2\,\gamma_a$, is solved by
\begin{equation}
\Delta\mu>\Delta\mu^*=\varepsilon+\ell\,(\gamma_{d0}-\sqrt2\,\gamma_a).
\end{equation}
The numbers give $\Delta\mu^*=-0.060+8.0\times(0.01600-0.01414)=-0.0451$ hartree, or $-1.23$ eV. The model requires $\gamma_d>0$ and therefore ends at $\Delta\mu=\varepsilon+\ell\gamma_{d0}=0.068$ hartree.

Favourable adsorption is thus not enough. At $\Delta\mu=-0.050$ hartree the full diagonal edge has $\gamma_d=0.016-0.010/8.0=0.01475$ hartree/bohr. This is below the clean value, but the ratio to $\gamma_a$ is $1.475$, still above $\sqrt2$, and the crystal remains a square. Adsorption must first make up the difference between $\gamma_{d0}$ and $\sqrt2\,\gamma_a$. If the axial edge also bound the adsorbate, $\gamma_a$ would fall too, and diagonal facets would require $\gamma_d(\Delta\mu)<\sqrt2\,\gamma_a(\Delta\mu)$. Depending on the parameters, this holds from a threshold up to the end of the model, in a limited range of $\Delta\mu$ only, or nowhere.

At $\Delta\mu=-0.030$ hartree, $\gamma_d=0.016-0.030/8.0=0.01225$ hartree/bohr and $r_0=1-1.225/1.4142=0.1338$. Equations (\ref{eq:La}) and (\ref{eq:Ld}) give $L_a=0.01465$ and $L_d=0.003784$ hartree/bohr in the plane of $W$. For a crystal of area $10^6$ bohr$^2$ they are multiplied by the scale factor $50\,920$ bohr$^2$/hartree. This is $\sqrt{A/A_W}$, where the area $A_W$ of $W$ follows by dividing the octagon into triangles with apex at the centre and heights $\gamma_a$ and $\gamma_d$:
\begin{equation}
A_W=2(\gamma_aL_a+\gamma_dL_d)=4(2\sqrt2\,\gamma_a\gamma_d-\gamma_a^2-\gamma_d^2)=3.857\times10^{-4}\ (\text{hartree/bohr})^2 .
\end{equation}
The axial facets are $746$ bohr long and the diagonal ones $193$ bohr. The edge energy is $39.277$ hartree, against $4\times0.010\times1000=40.000$ hartree for the square. The saving is $0.723$ hartree, or $19.7$ eV, which is $1.81$ percent of the energy of the square.

For a finite crystal the neglected corner energies shift the threshold. If the eight corners of the octagon cost $4\delta$ more than the four corners of the square, the cut pays only when the saving $4\gamma_a\sqrt A\,r_0^2$ exceeds $4\delta$, that is for $r_0>\sqrt{\delta/(\gamma_a\sqrt A)}$ to leading order, and the facets then appear at a finite length. For $A=10^6$ bohr$^2$ and $\delta=0.01$ hartree this gives $r_0\simeq0.032$; the threshold moves from $-0.0451$ to about $-0.0416$ hartree and the facets appear about $45$ bohr long. The value $\Delta\mu^*$ is the limit of a large crystal.

\section{Comparison of estimate and exact solution}

The threshold $\gamma_d=\sqrt2\,\gamma_a$ is the same in both. The facet starts with zero length, so close to the threshold the cut is small and the first-order balance (\ref{eq:corner}) decides. What the estimate could not show is that (\ref{eq:condition}) remains necessary when any other orientations are allowed, and that it is then no longer sufficient in general.

The ratio $r_0$ of leg to uncut side also agrees. The sizes differ because the estimate measures the leg against the side $a_0=\sqrt A$ of the original square, whereas the uncut side of the final crystal is $a=\sqrt A/\sqrt{1-2r_0^2}$, enlarged to restore the area. The estimated leg is therefore too short by the factor $\sqrt{1-2r_0^2}$. The savings compare through the expansion
\begin{equation}
1-\sqrt{1-2r_0^2}=r_0^2+\tfrac12r_0^4+\dots,
\end{equation}
whose first term is the estimate.

For the crystal at $\Delta\mu=-0.030$ hartree the estimated leg is $0.1338\times1000=134$ bohr, and the exact one is $192.7/\sqrt2=136$ bohr. The estimated saving is $40\times0.1338^2=0.716$ hartree, about 1 percent below the exact $0.723$ hartree.

The estimate worsens as the cuts grow. At $\gamma_d=\gamma_a/\sqrt2$, where $r_0=1/2$ and the axial facets vanish, it gives a leg of $0.50\sqrt A$ instead of $0.71\sqrt A$, and a saving of 25 percent instead of 29 percent. For still lower $\gamma_d$ it fails altogether: $r_0$ exceeds $1/2$ and the cuts would overlap, while the true shape stays a square with diagonal edges.

\section*{Table of computed values}
\begin{verbatim}
gamma_a = 1: ratio, axial length, diagonal length, best cut r
  0.60  0.0000  1.2000  0.5000
  0.80  0.2627  1.2284  0.4343
  1.00  0.8284  0.8284  0.2929
  1.20  1.3941  0.4284  0.1515
  1.40  1.9598  0.0284  0.0101
  1.43  2.0000  0.0000  0.0000
  1.60  2.0000  0.0000  0.0000
Random trials with (21) and (31) edges also allowed: 400
  ratio below sqrt(2), diagonal facet present: 188
  ratio below sqrt(2), diagonal facet absent:  75
  ratio at or above sqrt(2), all absent:       137
gamma_a = 1, gamma_d = 1.3, gamma_21 = 1.2:
  3*gamma_d/sqrt(10) = 1.2333
  diagonal length without (21) edges: 0.2284
  diagonal length with (21) edges:    0.0000
Worked example, model parameters:
  gamma_a = 0.01000 hartree/bohr
  clean gamma_d = 0.01600 hartree/bohr
  sqrt(2)*gamma_a = 0.01414 hartree/bohr
  clean ratio = 1.6000
  adsorbate spacing = 8.0 bohr
  adsorption energy = -0.0600 hartree
  crystal area = 1.000e+06 bohr^2
  threshold d_mu = -0.04514 hartree = -1.228 eV
At d_mu = -0.050 hartree:
  gamma_d = 0.01475 hartree/bohr, ratio = 1.4750
  diagonal length at unit scale = 0.00000
At d_mu = -0.030 hartree:
  gamma_d = 0.01225 hartree/bohr, ratio = 1.2250
  A_W = 3.85679e-04 (hartree/bohr)^2
  scale factor = 50919.8 bohr^2/hartree
  axial facet length = 745.9 bohr
  diagonal facet length = 192.7 bohr
  best cut r = 0.1338
  octagon edge energy = 39.277 hartree
  square edge energy = 40.000 hartree
  energy gain = 0.723 hartree = 19.7 eV
  relative gain = 1.81 percent
\end{verbatim}
